\section*{Lower Convex Hulls by Quickhull: Facet Signs, Degeneracies and Decomposition Products}

\section{What scaling and reference energies fix}

A phase-stability analysis takes computed energies of competing phases and reports which are stable, how far the others lie above the hull, and what they decompose into. Much of its form follows before any hull is built.

Let $\mathcal E(N_1,\dots,N_c)$ be the lowest energy of a macroscopic sample with $N_k$ atoms of element $k$, at zero temperature and pressure. If interfaces are neglected, $s$ copies of the sample cost $s$ times the energy:
\begin{equation}
\mathcal E(sN_1,\dots,sN_c)=s\,\mathcal E(N_1,\dots,N_c).
\end{equation}
Choosing $s=1/\sum_kN_k$ leaves an energy per atom $E(x)$ that depends only on the atomic fractions $x=(x_1,\dots,x_c)$, $\sum_kx_k=1$. The hull therefore lives in $c$ dimensions: $c-1$ independent fractions, collected in $y=(x_1,\dots,x_{c-1})$, and one energy.

Two changes of description cannot alter the products. One is a new energy unit, $e\to se$ with $s>0$. The other is a new reference energy $r_k$ for each element, which adds $r\cdot x=\sum_kr_kx_k$ to every phase and, by atom balance, to every mixture of composition $x$. Together, $e'=se+r\cdot x$. A plane $n\cdot y+n_ee+b=0$ becomes
\begin{equation}
n\cdot y+\frac{n_e}{s}\,(e'-r\cdot x)+b=0 ,
\end{equation}
so the coefficient of energy changes from $n_e$ to $n_e/s$. Its magnitude depends on the unit, but its sign does not. The other components become $n_k-(n_e/s)(r_k-r_c)$, so for a normal scaled to unit length the magnitude depends on the reference energies as well. A rule that picks the physical facets by their normals can thus use the sign of $n_e$, whereas an angle between composition and energy has no physical meaning.

Below, $e_i$ is the formation energy per atom of phase $i$, measured from the pure elements in their reference structures. The elements belong to the list of phases, with $e=0$. Energies per formula unit may not be used, because the weights below count atoms.

\section{The minimum and its supporting planes}

A mixture in which a fraction $\lambda_i$ of the atoms sits in phase $i$ has energy $\sum_i\lambda_ie_i$. Hence
\begin{equation}
E(x)=\min_{\lambda}\sum_i\lambda_ie_i,\qquad \lambda_i\ge0,\qquad \sum_i\lambda_ix_i=x .
\label{eq:lp}
\end{equation}
Adding the $c$ components of the last condition gives $\sum_i\lambda_i=1$. The points $(x,\sum_i\lambda_ie_i)$ therefore fill the convex hull of the phase points, and $E(x)$ is its lower surface.

Describe each facet $F$ of the hull by a height function that is zero on the facet and negative inside:
\begin{equation}
h_F(y,e)=n\cdot y+n_ee+b\le0\quad\text{on the hull}.
\end{equation}
The lowest point over $x$ lies on a facet with $n_e<0$. To see this, lower it by $\delta>0$. The new point is outside, so some facet has
\begin{equation}
h_F(y,E-\delta)=h_F(y,E)-n_e\delta>0 .
\end{equation}
There are finitely many facets, so one of them does this for arbitrarily small $\delta$. Since $h_F(y,E)\le0$, that requires $h_F(y,E)=0$ and $n_e<0$.

For such a lower facet, define
\begin{equation}
\mu_k=-\frac{n_k+b}{n_e}\ (k<c),\qquad \mu_c=-\frac{b}{n_e}.
\label{eq:mu}
\end{equation}
With $\sum_kx_k=1$ this gives $\mu\cdot x=-(n\cdot y+b)/n_e$, and because $|n_e|=-n_e$,
\begin{equation}
h_F(y,e)=|n_e|\,(\mu\cdot x-e).
\label{eq:height}
\end{equation}
The hull condition now reads $\mu\cdot x_i\le e_i$ for every phase. Multiplying by $\lambda_i$ and summing shows $\mu\cdot x\le E(x)$; equality holds on the facet. Thus
\begin{equation}
E(x)=\max_{\text{lower facets}}\mu\cdot x .
\label{eq:max}
\end{equation}
The $\mu_k$ are the chemical potentials at which the phases on the facet coexist, relative to the elements. Inside a facet they are unique for the listed phases; where facets on different planes meet, more than one set is allowed.

\section{What Quickhull does}

\subsection{Starting simplex}

Quickhull needs $c+1$ points that span all $c$ dimensions. Take the elements and one artificial point at $x_k=1/c$ with energy $\Delta>0$. Weight $w$ on this point can be replaced by $w/c$ of each element, which lowers the energy by $w\Delta$. The point therefore lies above $E$ and cannot be on a lower facet. It also makes the method work when all energies are zero and the phase points alone are flat.

The plane through $c$ corners $p_0,\dots,p_{c-1}$ has normal components $(-1)^k\det M_k$, where $M$ has the rows $p_j-p_0$ and $M_k$ is $M$ without column $k$. The scalar product of this normal with a row of $M$ is a determinant with two equal rows, hence zero. The offset is minus the product of the normal with $p_0$. If the height is positive at the mean of the starting corners, which is interior, normal and offset both change sign.

\subsection{One step}

Each facet keeps a list of unprocessed points above it ($h_F>0$), each point being listed once. While a list is non-empty:
\begin{enumerate}
\item take the point $p$ of that list farthest from its facet;
\item delete all facets with $h_F(p)>0$, called visible;
\item find the horizon ridges, the sets of $c-1$ corners shared by a visible facet $F$ and a kept facet $G$;
\item join $p$ to each horizon ridge $R$ to make a new facet;
\item redistribute the points of the deleted lists over the new facets, dropping those above none.
\end{enumerate}
Each step uses up a point, so the procedure ends.

The plane of a new facet is
\begin{equation}
h_{\rm new}=\alpha h_F+\beta h_G,\qquad \alpha=-h_G(p)\ge0,\quad \beta=h_F(p)>0 .
\label{eq:pencil}
\end{equation}
It vanishes on $R$, where $h_F=h_G=0$, and at $p$, where the terms cancel. It is non-positive on the old hull and negative in its interior, so it is a supporting plane with outward sign. The new facet has full size: $h_F$ vanishes on the whole flat space through $R$ but not at $p$. If $p$ is coplanar with $G$, then $\alpha=0$ and the new facet extends the plane of $G$. In exact arithmetic, degenerate input is thus handled by deleting only strictly visible facets. In floating point the height of a coplanar point rounds to either sign, and the strict test alone can produce a wrong hull; a height tolerance or merging of coplanar facets is then needed.

\subsection{Why no piece of surface is missing}

Let $q\ne p$ be on the surface of the new hull. Suppose first that $q$ belongs to the old hull, and hence to its surface. If all old facets through $q$ were visible, a short continuation of the line from $p$ past $q$ would make all their heights negative and reach the old interior. Then $q$ would lie between $p$ and an interior point and be interior itself, a contradiction. So $q$ is on a kept facet.

Suppose next that $q$ is outside the old hull. The line from $p$ through $q$ first meets the old hull at some $z$. A supporting plane at $q$ must contain both $p$ and $z$, since $q$ lies between them. So $z$ is on the new surface and, by the first case, on a kept facet. Points just before $z$ violate some old facet through $z$; its height is linear along the line, so it is positive at $p$ and the facet is visible. Facets around $z$ are connected through ridges containing $z$, so one of these is a horizon ridge $R$, and $q$ lies in the facet made from $p$ and $R$. Because the entry point $z$ is unique, new facets overlap at most along their borders.

\subsection{Why checking new facets suffices}

Let $q$ come from the list of a deleted facet and lie outside the new hull. If it is above a new facet, it is listed there. Otherwise it is above a kept facet as well as a deleted one. The old facets visible from $q$ are connected through ridges: lines from $q$ into the interior enter through them, the directions of these lines form a convex cone, and a path of directions can avoid faces smaller than ridges. Somewhere this path crosses from a deleted $F$ to a kept $G$, with $h_F(q)>0$ and $h_G(q)>0$. Equation~\eqref{eq:pencil} then gives $h_{\rm new}(q)>0$, contradicting the assumption.

\section{Selecting facets by sign}

Facets with $n_e<0$ form the energy hull. Those with $n_e>0$ form the upper surface, which has no meaning here. A facet with $n_e=0$ is vertical: its condition $n\cdot y+b\le0$ involves composition alone and holds for all elements, so the facet stands over the boundary of the composition simplex. It has no chemical potentials, since Eq.~\eqref{eq:mu} would divide by zero.

In floating-point work a vertical facet may acquire a small $n_e$ of either sign. By Eq.~\eqref{eq:height}, a rounding error $\varepsilon$ in height becomes an energy error $\varepsilon/|n_e|$, which can be large. The sign test therefore needs a threshold. If the normal has unit length and the lower plane has slope $g$ with respect to $y$, then $n=-n_eg$ and
\begin{equation}
n_e=-\frac1{\sqrt{1+|g|^2}},\qquad g_k=\mu_k-\mu_c .
\label{eq:slope}
\end{equation}
The threshold must lie above rounding error and below the smallest such $|n_e|$. Choose an energy unit in which $|g|$ is of order one; for slopes of some hundred meV, use eV. In a unit that makes $|g|$ about $1000$, true lower facets have $|n_e|$ of only about $10^{-3}$.

\section{Products from barycentric coordinates}

Let a lower simplex have corner phases $j=1,\dots,c$, and let $X$ be the matrix with rows $x_j$. The weights solve
\begin{equation}
\sum_{j=1}^c\lambda_jx_j=x,\qquad \lambda_j=\frac{\det X_j}{\det X},
\label{eq:bary}
\end{equation}
where $X_j$ is $X$ with row $j$ replaced by $x$. The simplex contains $x$ if all $\lambda_j\ge0$. The corners with positive weight are decomposition products, and
\begin{equation}
E(x)=\sum_j\lambda_je_j,\qquad D=e-E(x)\ge0
\end{equation}
gives the distance above the hull of a listed phase with energy $e$.

Since $x$ depends linearly on the weights, $|\det X|$ is the share of the composition simplex that the facet covers. The lower simplices cover every composition without overlap, so these shares must sum to one. This is a useful test for missing or overlapping facets. It does not detect a vertical facet wrongly taken as lower: such a facet has $\det X=0$ and leaves the sum unchanged, so simplices with $\det X=0$ must be rejected separately.

For a reaction equation, let the decomposing phase have $n_{\rm f}$ atoms per formula unit and product $j$ have $n_j$. Product $j$ receives $\lambda_jn_{\rm f}$ atoms, hence
\begin{equation}
\nu_j=\lambda_j\,\frac{n_{\rm f}}{n_j}
\label{eq:units}
\end{equation}
formula units, and the reaction releases $n_{\rm f}D$.

For a stable phase $D=0$, which does not say how stable it is. For a stable compound, remove it, rebuild the hull, and compare: $e-E_{\text{without}}$ is then zero or negative, and this difference is called the margin; its magnitude says how far the phase lies below the remaining phases. An element has no margin unless another structure of it is listed, since no mixture of the remaining phases has its composition.

\section{Coplanar phases}

Several simplices may have the same $\mu$. They are pieces of one facet, and the cuts between them are a choice of the algorithm. Merge them and collect all phases with $e_i=\mu\cdot x_i$. For any mixture of composition $x$ on this facet,
\begin{equation}
\sum_i\lambda_ie_i-E(x)=\sum_i\lambda_i\,(e_i-\mu\cdot x_i),
\label{eq:excess}
\end{equation}
because $E(x)=\mu\cdot x$. No term is negative, so a mixture is optimal if and only if all its phases belong to the collected set. The energy is unique, but the products need not be.

The full set of products follows from a finite list. If the compositions in an optimal mixture are linearly dependent, $\sum_ia_ix_i=0$, then $\lambda\pm ta$ has the same composition. It also has the same energy, since $\sum_ia_ie_i=\mu\cdot\sum_ia_ix_i=0$. Moving in either direction until a weight reaches zero writes the mixture as an average of two with fewer phases. Repetition ends at independent compositions, at most $c$ phases. It is therefore enough to try every set of $c$ collected phases with $\det X\ne0$ and keep the non-negative solutions; all other optimal mixtures are averages of these.

A phase in the middle of an edge or facet has $D=0$ but need not be a simplex corner. Stability should be read from $D$, not from the list of corners.

\section{Choosing the energy tolerance}

Suppose each $e_i$ is uncertain by at most $\delta$. The old optimal mixture, evaluated with new energies, shows $E'\le E+\delta$; exchanging the two sets gives $E\le E'+\delta$. Thus
\begin{equation}
|E'(x)-E(x)|\le\delta,\qquad |D'-D|\le2\delta .
\label{eq:bound}
\end{equation}
The second bound adds the error of the phase itself. This leads to the following guidance.
\begin{itemize}
\item A phase with $D>2\delta$ is unstable with respect to the listed phases; for $D\le2\delta$ this test cannot call it unstable. A phase with $D=0$ is certainly stable against the listed phases if its margin exceeds $2\delta$ in magnitude, because $e-E_{\text{without}}$ obeys the same bound as $D$; otherwise these bounds leave it undecided.
\item Report all decompositions whose excess, Eq.~\eqref{eq:excess}, is at most $2\delta$. The truly optimal mixture, evaluated with the computed energies, lies at most $\delta$ above $E'$ and hence at most $2\delta$ above $E$, so it is among them.
\item Errors of the form $r\cdot x$ cancel from $D$ if elements and compounds share them. Use the same level of theory for both. This is necessary but not sufficient: errors of real methods are generally not of this form, a change of functional shifts $D$ even when all phases are treated alike, and that remainder must be counted in $\delta$.
\item Keep this tolerance apart from the threshold on $n_e$. One expresses physical uncertainty, the other rounding.
\end{itemize}
A phase missing from the list can only lower $E$. The computed $D$ is thus a lower bound on the distance to the complete hull, apart from errors in the energies. Vibrations, configurational entropy and pressure are left out; at finite temperature or pressure the corresponding free energies must replace $e_i$. A solution phase then spans a continuous range of compositions. A finite list only samples that range, and since every omitted composition acts as a missing phase, the computed $E$ is an upper bound on the true one.

\section{A ternary example}

The elements A, B and C are models with round energies. The compounds include (in meV/atom) AB and BC at $-300$, A$_2$B at $-200$, AB$_4$C at $-260$, A$_2$B$_4$C at $-250$ and ABC at $-150$; four further phases lie above the hull: a second AB structure at $-280$, A$_3$B at $-140$, AB$_2$C at $-270$ and AC at $+50$. The lower hull has five simplices on four planes, with area shares $\frac12+\frac14+3\cdot\frac1{12}=1$.

\subsection{A unique decomposition}

A$_2$B$_4$C has $x=(\frac27,\frac47,\frac17)$. Try first the simplex B, AB, AB$_4$C. The C balance $t/6=1/7$ gives $t=6/7$ for AB$_4$C. The A balance $a/2+t/6=2/7$ gives $a=2/7$ for AB. This leaves $1-8/7=-1/7$ for B, so the composition is outside.

For AB, BC and AB$_4$C with weights $a,b,t$, the A and C balances are
\begin{equation}
\frac a2+\frac t6=\frac27,\qquad \frac b2+\frac t6=\frac17 .
\end{equation}
Their sum, with $a+b=1-t$, is $\frac12-\frac t6=\frac37$, so $t=\frac37$. Then $a=\frac37$ and $b=\frac17$. All are positive, and
\begin{equation}
E=\frac{3(-300)+(-300)+3(-260)}7=-282.9\ \text{meV/atom}.
\end{equation}
The distance is $D=-250+282.9=32.9$ meV/atom. Equation~\eqref{eq:units} gives $\frac37\cdot\frac72=\frac32$, $\frac17\cdot\frac72=\frac12$ and $\frac37\cdot\frac76=\frac12$:
\begin{equation}
\mathrm{A_2B_4C}\to\tfrac32\,\mathrm{AB}+\tfrac12\,\mathrm{BC}+\tfrac12\,\mathrm{AB_4C},
\end{equation}
releasing 230 meV per formula unit. The chemical potentials are $(-420,-180,-420)$ meV; for AB they give $(-420-180)/2=-300$, as they must.

\subsection{A degenerate decomposition}

Below ABC the plane has $\mu=(0,-600,0)$ meV, so $E=-600/3=-200$ meV/atom and $D=50$ meV/atom. Five phases lie on it: A, C, AB, BC and A$_2$B. The last is stable but lies on the line from A to AB, so it need not be a simplex corner; here AB was inserted while A$_2$B was still waiting in a list, and A$_2$B, lying above no new facet, was dropped. In atom fractions, the basic decompositions are
\begin{align}
\mathrm{ABC}&\to\tfrac13\mathrm A+\tfrac23\mathrm{BC},\\
\mathrm{ABC}&\to\tfrac13\mathrm C+\tfrac23\mathrm{AB},\\
\mathrm{ABC}&\to\tfrac16\mathrm C+\tfrac13\mathrm{BC}+\tfrac12\mathrm{A_2B}.
\end{align}
Lowering BC by 1 meV/atom selects A and BC, with $E=\frac23(-301)=-200.7$ meV/atom. Raising it by the same amount selects C and AB, with $E$ unchanged. The energy obeys Eq.~\eqref{eq:bound}, while the products switch completely.

\subsection{Margin and threshold}

Without AB$_4$C, its composition decomposes into equal atom fractions of B, AB and BC, at $(0-300-300)/3=-200$ meV/atom. Its margin is $-260+200=-60$ meV/atom.

The slope $|g|$ depends on which fraction is eliminated. With $y=(x_{\rm A},x_{\rm B})$, the steepest lower plane has $\mu=(-600,0,-960)$ meV. In eV, $g=(0.36,0.96)$, and Eq.~\eqref{eq:slope} gives $|n_e|=1/\sqrt{2.05}=0.698$, the smallest value found on the lower facets. The floating-point hull gave $n_e=0$ on all three vertical facets (the one over the A--C edge exists only because AC lies at $+50$ meV/atom), so this example does not strain the threshold.

The numerical check compares the hull energies with direct minimisation of Eq.~\eqref{eq:lp}, here and for a strongly degenerate set of 35 quaternary phases.

\section*{Computed results}
\begin{verbatim}
Phase: e, hull E, distance (meV/atom)
  A          0.00     0.00    0.00
  B          0.00     0.00    0.00
  C          0.00     0.00    0.00
  AB      -300.00  -300.00    0.00
  BC      -300.00  -300.00    0.00
  A2B     -200.00  -200.00    0.00
  AB4C    -260.00  -260.00    0.00
  AB-II   -280.00  -300.00   20.00
  A3B     -140.00  -150.00   10.00
  AC        50.00     0.00   50.00
  ABC     -150.00  -200.00   50.00
  AB2C    -270.00  -300.00   30.00
  A2B4C   -250.00  -282.86   32.86
Largest deviation from linear programme: 2.8e-14 meV/atom
Exact facets: lower 5, vertical 3, upper 4
Lower simplex: area share; mu_A, mu_B, mu_C (meV)
  A+C+AB       1/2  ; 0, -600, 0
  C+AB+BC      1/4  ; 0, -600, 0
  AB+BC+AB4C   1/12 ; -420, -180, -420
  B+BC+AB4C    1/12 ; -960, 0, -600
  B+AB+AB4C    1/12 ; -600, 0, -960
Distinct lower planes after merging: 4
Simplex corners: A B C AB BC AB4C
Zero distance:   A B C AB BC A2B AB4C
Qhull: smallest |n_e| on lower facets 0.698
Qhull: largest |n_e| on vertical facets 0.0e+00
Qhull: vertical facets 3, of these with n_e < 0: 0
A2B4C products: atom fraction, formula units
  AB     3/7   3/2
  BC     1/7   1/2
  AB4C   3/7   1/2
Energy released per A2B4C unit: 230.0 meV
Coplanar phases below ABC: A C AB BC A2B
  ABC -> 1/3 A + 2/3 BC : -200.00 meV/atom
  ABC -> 1/6 C + 1/3 BC + 1/2 A2B : -200.00 meV/atom
  ABC -> 1/3 C + 2/3 AB : -200.00 meV/atom
BC shifted -1 meV/atom: ABC -> A + BC , E = -200.667
BC shifted +1 meV/atom: ABC -> C + AB , E = -200.000
AB4C rivals: 1/3 B + 1/3 AB + 1/3 BC
Hull without AB4C: -200.0, margin -60.0 meV/atom
Flat input refused by Qhull without extra point: True
Quaternary: 35 phases, 12 lower simplices, 4 planes
Quaternary: largest deviation from programme 5.7e-14 meV/atom
\end{verbatim}
